# Sideways velocity of a Bloch electron in a weak electric field: test program

```python
"""
Result under test: an electron (charge -e, e > 0) in an isolated Bloch band,
in a weak uniform field E that was switched on smoothly, has mean velocity
    v = grad_k(energy)/hbar + (e/hbar) E x Omega,
with Omega = curl_k A and A = i <u|grad_k u>.
Here u is the periodic part of the Bloch state and dk/dt = -e E/hbar.
The crystal is V(r) = 2 V0 sum_i cos(G_i.r + phase) in two dimensions, where
the three G_i are shortest reciprocal vectors at 120 degrees to each other.
Working units: eV, nm, fs; the field is in V/nm, so e E is in eV/nm.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

HBAR = const.hbar / const.e * 1e15
KINETIC = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
TO_M_PER_S = 1e6

lattice_constant = 0.5
depth = 0.2
phase = np.pi / 2
field_size = 1e-3
corner = 4 * np.pi / (3 * lattice_constant)
angles = 2 * np.pi * np.arange(3) / 3
corner_waves = corner * np.column_stack([np.cos(angles), np.sin(angles)])
K_POINT = corner_waves[0]
RECIPROCAL = np.array([corner_waves[1] - corner_waves[0],
                       corner_waves[2] - corner_waves[1]])


def make_crystal(v0, phi, centre, cutoff):
    """Reciprocal vectors with |centre+G| < cutoff*K, and potential matrix."""
    labels = np.array([(i, j) for i in range(-6, 7) for j in range(-6, 7)])
    vectors = labels @ RECIPROCAL
    keep = np.linalg.norm(centre + vectors, axis=1) < cutoff * corner
    labels, vectors = labels[keep], vectors[keep]
    potential = np.zeros((len(labels), len(labels)), complex)
    for p, row in enumerate(labels):
        for q, col in enumerate(labels):
            if tuple(int(d) for d in row - col) in ((1, 0), (0, 1), (-1, -1)):
                potential[p, q] = v0 * np.exp(1j * phi)
                potential[q, p] = v0 * np.exp(-1j * phi)
    return vectors, potential


def bloch(crystal, k):
    vectors, potential = crystal
    kinetic = KINETIC * np.sum((k + vectors)**2, axis=1)
    return np.linalg.eigh(potential + np.diag(kinetic))


def berry_curvature(crystal, k, band=0, side=4e-3):
    """Berry phase around a small anticlockwise square, divided by its area."""
    corners = np.array([(-1, -1), (1, -1), (1, 1), (-1, 1)]) * side / 2
    states = [bloch(crystal, k + c)[1][:, band] for c in corners]
    product = 1.0 + 0j
    for i in range(4):
        product *= np.vdot(states[i], states[(i + 1) % 4])
    return -np.angle(product) / side**2


def band_velocity(crystal, k, step=1e-4):
    """Finite-difference slope of the lowest band, divided by hbar."""
    return np.array([(bloch(crystal, k + step * axis)[0][0]
                      - bloch(crystal, k - step * axis)[0][0])
                     / (2 * step * HBAR) for axis in np.eye(2)])


def anomalous_velocity(field, omega):
    """In-plane components of (e/hbar) E x (omega z)."""
    return np.array([field[1], -field[0]]) * omega / HBAR


def mean_velocity(crystal, k, state):
    return np.abs(state)**2 @ (2 * KINETIC * (k + crystal[0])) / HBAR


def propagate(crystal, k_final, field, ramp, hold, dt):
    """Fourth-order unitary solution of the Schroedinger equation."""
    steps = int(round((ramp + hold) / dt))

    def field_integral(t):
        x = np.minimum(t, ramp) / max(ramp, 1e-30)
        rising = x**2 / 2 + (np.cos(2 * np.pi * x) - 1) / (4 * np.pi**2)
        return ramp * rising + np.maximum(t - ramp, 0)

    k_start = k_final + field * field_integral(ramp + hold) / HBAR

    def k_of(t):
        return k_start - np.multiply.outer(field_integral(t), field) / HBAR

    vectors, potential = crystal
    starts = dt * np.arange(steps)
    kin = []
    for node in (0.5 - np.sqrt(3) / 6, 0.5 + np.sqrt(3) / 6):
        k_node = k_of(starts + node * dt)
        kin.append(KINETIC * np.sum((k_node[:, None] + vectors)**2, axis=2))
    large, small = 0.25 + np.sqrt(3) / 6, 0.25 - np.sqrt(3) / 6
    diagonal = np.stack([large * kin[0] + small * kin[1],
                         small * kin[0] + large * kin[1]], axis=1)
    size = len(vectors)
    matrices = (diagonal.reshape(-1, size)[:, :, None] * np.eye(size)
                + potential / 2)
    values, bases = np.linalg.eigh(matrices)
    factors = np.exp(-1j * values * dt / HBAR)
    state = bloch(crystal, k_start)[1][:, 0]
    history = [state]
    for i in range(2 * steps):
        state = bases[i] @ (factors[i] * (bases[i].conj().T @ state))
        if i % 2:
            history.append(state)
    times = dt * np.arange(steps + 1)
    return times, k_of(times), np.array(history)


# The potential energy eEx can be exchanged for the momentum shift -eEt.
x, t = sp.symbols("x t", real=True)
h, m, q, f = sp.symbols("hbar m e E", positive=True)
psi, pot = sp.Function("psi")(x, t), sp.Function("V")(x)
factor = sp.exp(-sp.I * q * f * t * x / h)
full = factor * psi
with_potential = (sp.I * h * sp.diff(full, t) + h**2 * sp.diff(full, x, 2)
                  / (2 * m) - (pot + q * f * x) * full)


def shifted_momentum(g):
    return -sp.I * h * sp.diff(g, x) - q * f * t * g


with_shift = (sp.I * h * sp.diff(psi, t)
              - shifted_momentum(shifted_momentum(psi)) / (2 * m) - pot * psi)
assert sp.simplify(sp.expand(with_potential / factor - with_shift)) == 0

# Closed curvature of three mixed plane waves against the loop definition.
coupling = 2 * KINETIC * corner


def three_wave_levels(phi):
    return 2 * depth * np.cos(phi - 2 * np.pi * np.arange(3) / 3)


def three_wave_curvature(levels, j):
    return 0.5 * coupling**2 * (1 / (levels[j] - levels[(j + 1) % 3])**2
                                - 1 / (levels[j] - levels[(j - 1) % 3])**2)


for phi in (phase, 1.3):
    levels = three_wave_levels(phi)
    crystal3 = make_crystal(depth, phi, K_POINT, 1.1)
    assert len(crystal3[0]) == 3
    order = np.argsort(levels)
    assert np.allclose(bloch(crystal3, K_POINT)[0],
                       KINETIC * corner**2 + levels[order], atol=1e-10)
    closed = np.array([three_wave_curvature(levels, j) for j in order])
    loops = np.array([berry_curvature(crystal3, K_POINT, b) for b in range(3)])
    assert np.max(np.abs(closed - loops)) < 2e-3 * np.max(np.abs(closed))

three = make_crystal(depth, phase, K_POINT, 1.1)
levels = three_wave_levels(phase)
lowest = int(np.argmin(levels))
omega_three = three_wave_curvature(levels, lowest)
assert np.isclose(omega_three, coupling**2 / (8 * depth**2), rtol=1e-10)
gap_middle = levels[(lowest + 1) % 3] - levels[lowest]
gap_top = levels[(lowest - 1) % 3] - levels[lowest]
connection = coupling / 2 / np.array([gap_middle, gap_top])
amplitudes = field_size * connection / np.array([gap_middle, gap_top])
parts = np.array([2, -2]) * connection**2
velocity_parts = -field_size * parts / HBAR
assert np.isclose(parts.sum(), berry_curvature(three, K_POINT), rtol=2e-3)

# Larger basis, convergence and symmetry of the curvature.
crystal = make_crystal(depth, phase, K_POINT, 2.7)
larger = make_crystal(depth, phase, K_POINT, 4.5)
opposite = make_crystal(depth, phase, -K_POINT, 2.7)
symmetric = make_crystal(depth, np.pi, K_POINT, 2.7)
omega_K = berry_curvature(crystal, K_POINT)
omega_larger = berry_curvature(larger, K_POINT)
omega_opposite = berry_curvature(opposite, -K_POINT)
k_general = K_POINT + np.array([0.15, -0.10])
omega_general = berry_curvature(crystal, k_general)
assert np.isclose(omega_K, omega_larger, rtol=5e-3)
assert np.isclose(omega_opposite, -omega_K, rtol=1e-5)
assert abs(berry_curvature(symmetric, k_general)) < 1e-7

# Derivative identities, using finite differences of energies and projectors.
energies, states = bloch(crystal, k_general)
ground = states[:, 0]
step = 1e-4
state_slopes = []
for axis in range(2):
    shift = step * np.eye(2)[axis]
    plus = bloch(crystal, k_general + shift)[1][:, 0]
    minus = bloch(crystal, k_general - shift)[1][:, 0]
    slope = (plus * np.vdot(plus, ground)
             - minus * np.vdot(minus, ground)) / (2 * step)
    state_slopes.append(slope)
    h_slope = 2 * KINETIC * (k_general + crystal[0])[:, axis]
    elements = states.conj().T @ (h_slope * ground)
    overlaps = states.conj().T @ slope
    assert np.allclose(elements[1:], (energies[0] - energies[1:])
                       * overlaps[1:], atol=1e-5)
    assert np.isclose(elements[0].real / HBAR,
                      band_velocity(crystal, k_general)[axis], atol=1e-6)

# Real-time motion with a smooth ramp, for an oblique field at a general k.
ramp_time, hold_time, time_step = 200.0, 100.0, 0.05
tilt = np.radians(40)
direction = np.array([np.cos(tilt), np.sin(tilt)])
errors = {}
for scale in (0.1, 0.5, 1.0):
    field = scale * field_size * direction
    _, ks, history = propagate(crystal, k_general, field,
                               ramp_time, hold_time, time_step)
    assert np.allclose(ks[-1], k_general, atol=1e-10)
    extra = (mean_velocity(crystal, ks[-1], history[-1])
             - band_velocity(crystal, k_general))
    expected = anomalous_velocity(field, omega_general)
    errors[scale] = np.linalg.norm(extra - expected)
    if scale == 0.1:
        weak_extra, weak_expected = extra, expected
        assert errors[scale] < 0.01 * np.linalg.norm(expected)
        time_slope = -(field[0] * state_slopes[0]
                       + field[1] * state_slopes[1]) / HBAR
        b = (-1j * HBAR * (states[:, 1:].conj().T @ time_slope)
             / (energies[0] - energies[1:]))
        admixture = history[-1] / np.vdot(ground, history[-1]) - ground
        difference = np.linalg.norm(admixture - states[:, 1:] @ b)
        amplitude_error = difference / np.linalg.norm(b)
        assert amplitude_error < 0.01
error_ratio = errors[1.0] / errors[0.5]
assert 3.3 < error_ratio < 4.7

# The worked case: field along x, electron arriving at the zone corner.
field_x = np.array([field_size, 0.0])
_, ks, history = propagate(crystal, K_POINT, field_x,
                           ramp_time, hold_time, time_step)
v_K = mean_velocity(crystal, ks[-1], history[-1])
v_K_expected = anomalous_velocity(field_x, omega_K)
band_speed_K = np.linalg.norm(band_velocity(crystal, K_POINT))
assert band_speed_K < 1e-6
assert np.isclose(v_K[1], v_K_expected[1], rtol=0.01)

# Sudden switching: oscillation about the anomalous velocity.
period = 2 * np.pi * HBAR / gap_middle
weak_x = field_x / 100
times, ks, history = propagate(three, K_POINT - weak_x * period / HBAR,
                               weak_x, 0.0, period, period / 400)
trace = np.array([mean_velocity(three, k, s)[1] for k, s in zip(ks, history)])
target = anomalous_velocity(weak_x, omega_three)[1]
oscillation = -weak_x[0] / HBAR * (
    parts[0] * (1 - np.cos(gap_middle * times / HBAR))
    + parts[1] * (1 - np.cos(gap_top * times / HBAR)))
assert np.max(np.abs(trace - oscillation)) < 0.01 * np.max(np.abs(oscillation))
sudden_mean = np.mean(trace[:-1]) / target
sudden_peak = np.max(trace / target)
assert abs(sudden_mean - 1) < 0.01


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("lattice constant", lattice_constant, "nm", 2)
show("potential coefficient V0", depth, "eV", 2)
show("potential phase phi", np.degrees(phase), "degrees", 1)
print(f"field along x: {field_size * 1e9:.2e} V/m")
show("corner wave number K", corner, "1/nm")
show("kinetic energy at K", KINETIC * corner**2, "eV")
show("hbar^2 K/m", coupling, "eV nm")
print("THREE PLANE WAVES AT K")
for j in range(3):
    show(f"level j={j} relative to kinetic energy", levels[j], "eV")
print(f"lowest level has j={lowest}")
show("gap to middle level", gap_middle, "eV")
show("gap to top level", gap_top, "eV")
show("|<middle|d/dkx lowest>|", connection[0], "nm")
show("|<top|d/dkx lowest>|", connection[1], "nm")
show("|amplitude b| of middle level", amplitudes[0], "", 6)
show("|amplitude b| of top level", amplitudes[1], "", 6)
show("curvature part from middle level", parts[0], "nm^2")
show("curvature part from top level", parts[1], "nm^2")
show("total curvature", omega_three, "nm^2")
print(f"rate dkx/dt: {-field_size / HBAR:.4e} 1/(nm fs)")
show("vy part from middle level", velocity_parts[0] * TO_M_PER_S, "m/s", 1)
show("vy part from top level", velocity_parts[1] * TO_M_PER_S, "m/s", 1)
show("total anomalous vy", velocity_parts.sum() * TO_M_PER_S, "m/s", 1)
print("LARGER BASIS AT K")
print(f"plane waves: {len(crystal[0])}; check basis: {len(larger[0])}")
show("curvature at K", omega_K, "nm^2")
show("curvature at K, check basis", omega_larger, "nm^2")
show("curvature at -K", omega_opposite, "nm^2")
show("band speed at K", band_speed_K * TO_M_PER_S, "m/s", 2)
show("vy from formula", v_K_expected[1] * TO_M_PER_S, "m/s", 1)
show("vy from time evolution", v_K[1] * TO_M_PER_S, "m/s", 1)
show("vx from time evolution", v_K[0] * TO_M_PER_S, "m/s", 1)
print("GENERAL POINT, OBLIQUE FIELD")
show("kx - K", k_general[0] - corner, "1/nm", 2)
show("ky", k_general[1], "1/nm", 2)
show("field angle from x", np.degrees(tilt), "degrees", 1)
print(f"weak field: {0.1 * field_size * 1e9:.2e} V/m")
show("curvature", omega_general, "nm^2")
for i, name in enumerate("xy"):
    show(f"extra v{name}, formula", weak_expected[i] * TO_M_PER_S, "m/s", 2)
    show(f"extra v{name}, evolution", weak_extra[i] * TO_M_PER_S, "m/s", 2)
show("relative error of amplitudes b", amplitude_error, "", 5)
show("velocity error ratio, full/half field", error_ratio, "", 3)
print("SUDDEN SWITCHING, THREE WAVES AT K")
print(f"field: {weak_x[0] * 1e9:.2e} V/m")
show("oscillation period", period, "fs", 2)
show("mean vy / anomalous vy", sudden_mean, "", 4)
show("peak vy / anomalous vy", sudden_peak, "", 4)
print("all good")
```

Printed output:

```
lattice constant: 0.50 nm
potential coefficient V0: 0.20 eV
potential phase phi: 90.0 degrees
field along x: 1.00e+06 V/m
corner wave number K: 8.3776 1/nm
kinetic energy at K: 2.6740 eV
hbar^2 K/m: 0.6384 eV nm
THREE PLANE WAVES AT K
level j=0 relative to kinetic energy: 0.0000 eV
level j=1 relative to kinetic energy: 0.3464 eV
level j=2 relative to kinetic energy: -0.3464 eV
lowest level has j=2
gap to middle level: 0.3464 eV
gap to top level: 0.6928 eV
|<middle|d/dkx lowest>|: 0.9214 nm
|<top|d/dkx lowest>|: 0.4607 nm
|amplitude b| of middle level: 0.002660
|amplitude b| of top level: 0.000665
curvature part from middle level: 1.6980 nm^2
curvature part from top level: -0.4245 nm^2
total curvature: 1.2735 nm^2
rate dkx/dt: -1.5193e-03 1/(nm fs)
vy part from middle level: -2579.7 m/s
vy part from top level: 644.9 m/s
total anomalous vy: -1934.8 m/s
LARGER BASIS AT K
plane waves: 12; check basis: 27
curvature at K: 1.1362 nm^2
curvature at K, check basis: 1.1362 nm^2
curvature at -K: -1.1362 nm^2
band speed at K: 0.00 m/s
vy from formula: -1726.2 m/s
vy from time evolution: -1726.4 m/s
vx from time evolution: -9.4 m/s
GENERAL POINT, OBLIQUE FIELD
kx - K: 0.15 1/nm
ky: -0.10 1/nm
field angle from x: 40.0 degrees
weak field: 1.00e+05 V/m
curvature: 0.9361 nm^2
extra vx, formula: 91.41 m/s
extra vx, evolution: 91.39 m/s
extra vy, formula: -108.94 m/s
extra vy, evolution: -108.84 m/s
relative error of amplitudes b: 0.00041
velocity error ratio, full/half field: 4.035
SUDDEN SWITCHING, THREE WAVES AT K
field: 1.00e+04 V/m
oscillation period: 11.94 fs
mean vy / anomalous vy: 1.0000
peak vy / anomalous vy: 2.6665
all good
```
